\section*{Lieb–Liniger ground-state energy: Bethe equations, integral equation and two limits}

\section{Which formula to use}

A code that needs the ground-state energy of a large, uniform one-dimensional Bose gas with contact repulsion must decide, for each density, whether a closed formula is good enough or an integral equation has to be solved. The decision depends on one number, $\gamma=c/n$, the ratio of coupling to density. For an error near one per cent in the energy, the computed points below support this choice:
\begin{itemize}
\item at $\gamma=0.1$ and below, $e=\gamma-4\gamma^{3/2}/(3\pi)$, which is $0.7\%$ low at $\gamma=0.1$;
\item at $\gamma=10$ and above, $e=(\pi^2/3)(1+2/\gamma)^{-2}$, which is $1.1\%$ low at $\gamma=10$;
\item in between, the integral equation (\ref{int}).
\end{itemize}
The expanded strong-coupling form $(\pi^2/3)(1-4/\gamma)$ is $15\%$ low at $\gamma=10$ and $0.12\%$ low at $\gamma=100$. All these errors are relative to the solution of (\ref{int}).

\section{Model and contact condition}

Take $N$ bosons on a ring of length $L$ at zero temperature, in units $\hbar=2m=1$:
\begin{equation}
H=-\sum_j\partial_j^2+2c\sum_{i<j}\delta(x_i-x_j),\qquad c>0 .
\end{equation}
With $n=N/L$, the function $e(\gamma)$ is defined by $E_0/N\to n^2e(\gamma)$ for $N,L\to\infty$ at fixed $n$. In ordinary units the energy per particle is $(\hbar^2n^2/2m)\,e$, and a contact potential $U\delta(x)$ corresponds to $c=mU/\hbar^2$.

Bose symmetry allows us to work in the sector $x_1<\dots<x_N$. For neighbours put $r=x_{j+1}-x_j$ and $X=(x_j+x_{j+1})/2$, so that $\partial_j^2+\partial_{j+1}^2=2\partial_r^2+\tfrac12\partial_X^2$. Integrating $H\psi=E\psi$ over a vanishing interval around $r=0$ leaves $-2[\partial_r\psi]^{0+}_{0-}+2c\psi=0$. Since $\psi$ is even in $r$, the jump is $2\partial_r\psi|_{0+}$, and $\partial_r=(\partial_{j+1}-\partial_j)/2$. Hence
\begin{equation}
(\partial_{j+1}-\partial_j)\psi=c\,\psi\quad\text{at }x_{j+1}=x_j^+ .\label{contact}
\end{equation}
Inside the sector the particles are free.

\section{Bethe equations}

Try a sum over permutations $P$,
\begin{align}
\psi&=\sum_P A_P\,e^{i\sum_j k_{Pj}x_j},\nonumber\\
A_P&=\mathrm{sgn}(P)\prod_{j<l}(k_{Pl}-k_{Pj}-ic),\label{ansatz}
\end{align}
with energy $E=\sum_jk_j^2$. To check (\ref{contact}), pair $P$ with the permutation $P'$ that exchanges the entries $p=k_{Pj}$ and $q=k_{P(j+1)}$. Their exponentials coincide at $x_j=x_{j+1}$, so it suffices that
\begin{equation}
(q-p+ic)A_P+(p-q+ic)A_{P'}=0,
\end{equation}
where $i(q-p)-c=i(q-p+ic)$ was used. Only the factor of this pair and the sign differ between the amplitudes: $A_P\propto q-p-ic$ and $A_{P'}\propto-(p-q-ic)=q-p+ic$. The left side is proportional to $(q-p+ic)[(q-p-ic)+(p-q+ic)]=0$.

Periodicity requires $\psi(0,x_2,\dots,x_N)=\psi(x_2,\dots,x_N,L)$, and the same for the derivative in the moved coordinate. Let $P'=(P2,\dots,PN,P1)$ and $a=k_{P1}$. Both conditions hold if $A_P=A_{P'}e^{iaL}$. The cyclic shift has sign $(-1)^{N-1}$, so
\begin{equation}
e^{iaL}=(-1)^{N-1}\prod_{l}\frac{k_l-a-ic}{a-k_l-ic},
\end{equation}
the product running over the other $N-1$ roots. Writing each numerator as $-(a-k_l+ic)$ cancels the sign:
\begin{equation}
e^{ik_jL}=\prod_{l\ne j}\frac{k_j-k_l+ic}{k_j-k_l-ic}.\label{bethe}
\end{equation}

\textit{The roots are real.} Let $k_j$ have the largest imaginary part and suppose it is positive. With $u_l=k_j-k_l$ we have $\mathrm{Im}\,u_l\ge0$, hence $|u_l+ic|\ge|u_l-ic|$ and $u_l+ic\ne0$. But $|e^{ik_jL}|<1$, so $|e^{ik_jL}\prod(u_l-ic)|<|\prod(u_l+ic)|$, contradicting (\ref{bethe}). The root with the smallest imaginary part gives the reversed inequalities, so that part cannot be negative. This step uses $c>0$. For attraction complex roots occur and the ground state is bound, so the ground-state results below do not apply; the logarithmic form (\ref{log}) still holds for those excited states whose roots are real.

For real $u$ the phase of $u+ic$ is $\pi/2-\arctan(u/c)$, so $(u+ic)/(u-ic)=-e^{-2i\arctan(u/c)}$. The logarithm of (\ref{bethe}) is
\begin{equation}
k_jL+2\sum_l\arctan\frac{k_j-k_l}{c}=2\pi I_j,\label{log}
\end{equation}
where the $N-1$ minus signs make $I_j$ integer for odd $N$ and half-odd for even $N$.

\textit{Existence and uniqueness.} Equation (\ref{log}) is the stationarity condition of
\begin{equation}
S=\sum_j\Big(\frac L2k_j^2-2\pi I_jk_j\Big)+2\sum_{j<l}\int_0^{k_j-k_l}\!\!\arctan\frac vc\,dv .
\end{equation}
Its second variation, $L\sum_jv_j^2+\sum_{j<l}2c(v_j-v_l)^2/[c^2+(k_j-k_l)^2]$, is positive, and $S$ grows quadratically at infinity. There is one minimum, which a damped Newton iteration can find. If $k_j=k_l$, then (\ref{log}) gives $I_j=I_l$; distinct $I_j$ therefore give distinct roots. These are needed, because with two equal roots the terms of (\ref{ansatz}) cancel in pairs. With distinct real roots every $A_P$ is nonzero and the exponentials are independent, so $\psi\ne0$.

\textit{Ground state.} At $c=\infty$, $k_j=2\pi I_j/L$, and the lowest energy comes from
\begin{equation}
I_j=j-\frac{N+1}{2}.\label{gs}
\end{equation}
For finite $c$ the ground level is nondegenerate: replacing $\psi$ by $|\psi|$ does not raise the energy, a nonnegative ground state has no zeros, and two positive functions are not orthogonal. At $c=\infty$ it is nondegenerate because the filling (\ref{gs}) is unique. The levels and the Bethe energy are continuous in $1/c$, including $1/c=0$. Since a gap separates the ground level from the next, the Bethe energy cannot leave it, and (\ref{gs}) is the ground state for every $c>0$.

\section{Integral equation}

Subtract (\ref{log}) for neighbouring roots with spacing $\Delta=k_{j+1}-k_j$. Every difference of arctangents is positive, so $\Delta\le2\pi/L$ and each difference tends to $c\Delta/[c^2+(k-k_l)^2]$. Define $\rho(k)=1/(L\Delta)$. Division by $L\Delta$ gives
\begin{equation}
1+\frac2L\sum_l\frac{c}{c^2+(k-k_l)^2}=2\pi\rho(k).
\end{equation}
The sum becomes $L\int_{-Q}^{Q}\rho(q)\,dq$ with the same integrand; the interval is symmetric because the $I_j$ are. Now set $k=Qx$, $\rho(Qx)=g(x)$ and $\lambda=c/Q$:
\begin{equation}
(1-K)g=\frac1{2\pi},\quad Kf(x)=\frac1\pi\int_{-1}^1\frac{\lambda f(y)\,dy}{\lambda^2+(x-y)^2}.\label{int}
\end{equation}
With $G=\int g\,dx$ and $M=\int x^2g\,dx$ over $[-1,1]$, the density is $n=QG$ and the energy per length is $Q^3M$. Therefore
\begin{equation}
\gamma=\frac{\lambda}{G},\qquad e=\frac{Q^3M}{n^3}=\frac{M}{G^3}.\label{eos}
\end{equation}

The kernel is positive, and $K1\le(2/\pi)\arctan(1/\lambda)<1$. The series $g=\sum_mK^m(1/2\pi)$ converges to the unique solution. It also gives a comparison principle: if $(1-K)f\ge0$, then $f\ge0$. At fixed $c$, enlarging $Q$ adds a positive source on the old interval, so $\rho$ and $n$ grow. Thus $\gamma$ increases with $\lambda$, and a bracketing root search finds $\lambda$ for given $\gamma$.

For numerical work, Gauss--Legendre nodes $x_i$ and weights $w_i$ turn (\ref{int}) into a linear system with matrix $\delta_{ij}-w_j\lambda/\{\pi[\lambda^2+(x_i-x_j)^2]\}$. The kernel has width $\lambda$, so the node spacing must stay well below $\lambda$; weak coupling is the expensive end.

\section{Strong coupling}

For $|x-y|\le2$ and large $\lambda$ the kernel is $1/(\pi\lambda)+O(\lambda^{-3})$. Then $g=1/(2\pi)+G/(\pi\lambda)+O(\lambda^{-3})$ is constant to this order. Integration over $[-1,1]$ gives
\begin{align}
G\Big(1-\frac{2}{\pi\lambda}\Big)&=\frac1\pi+O(\lambda^{-3}),\nonumber\\
\gamma=\frac\lambda G&=\pi\lambda-2+O(\lambda^{-2}).
\end{align}
A constant $g$ has $M=G/3$, so $e=1/(3G^2)=\gamma^2/(3\lambda^2)$ up to a relative $O(\lambda^{-3})$. Inserting $\lambda=(\gamma+2)/\pi$,
\begin{align}
e&=\frac{\pi^2}{3}\Big(1+\frac2\gamma\Big)^{-2}\big[1+O(\gamma^{-3})\big]\nonumber\\
&=\frac{\pi^2}{3}\Big(1-\frac4\gamma+\frac{12}{\gamma^2}+O(\gamma^{-3})\Big).\label{strong}
\end{align}
The first two terms are the expanded strong-coupling form quoted in the first section.

The first line has a direct meaning. For $|k_j-k_l|\ll c$ the arctangent in (\ref{log}) is $(k_j-k_l)/c$. Since $\sum_lk_l=0$, the equation becomes $k_j(L+2N/c)=2\pi I_j$: free fermions on a ring lengthened by $2/c$ per particle. The energy lies below the impenetrable value $\pi^2/3$: by the Hellmann--Feynman theorem $dE_0/dc=2\langle\sum_{i<j}\delta(x_i-x_j)\rangle$, which is positive at finite $c$ because the ground state does not vanish at contact.

\section{Weak coupling}

As $\lambda\to0$, $K$ tends to the identity on smooth functions. Direct iteration still converges, but the number of steps grows as $1/\lambda$ (about 600 for a relative error of $10^{-6}$ in $G$ at $\lambda=0.02$), and it yields no expansion in $\lambda$. We instead test (\ref{int}) with functions $\varphi$ for which $K\varphi$ is known. Since $K$ is symmetric,
\begin{equation}
\int g\,(1-K)\varphi\,dx=\frac1{2\pi}\int\varphi\,dx .\label{weakform}
\end{equation}

\subsection{Semicircle functions and bounds}

$K\varphi(x)$ is the Poisson integral of $\varphi$, continued by zero outside $[-1,1]$, at height $\lambda$. It is therefore the value at $z=x+i\lambda$ of the decaying harmonic function in the upper half-plane with boundary value $\varphi$. Let $s=\sqrt{1-x^2}$, let $w=\sqrt{z^2-1}$ with $w\sim z$ at infinity, and let $b=\mathrm{Im}\,w$. On the real axis $w=is$ for $|x|<1$, and $w$ is real outside. So $\mathrm{Im}(w-z)$ has boundary value $s$ and decays, and
\begin{equation}
Ks=b-\lambda,\qquad(1-K)s=\lambda-(b-s).\label{Ks}
\end{equation}

For a semicircle $s_a=\sqrt{a^2-x^2}$ with $a\ge1$, write $\sqrt{z^2-a^2}=\alpha+ib_a$. The real and imaginary parts of the square give $b_a^2-\alpha^2=s_a^2+\lambda^2$ and $\alpha b_a=x\lambda$. Eliminating $\alpha$, $b_a^2=s_a^2+\lambda^2+x^2\lambda^2/b_a^2$. Hence $b_a\ge s_a$, $b_a^2-s_a^2\le\lambda^2(1+x^2/s_a^2)=\lambda^2a^2/s_a^2$, and
\begin{equation}
0\le b_a-s_a\le\frac{\lambda^2a^2}{2s_a^3}.\label{bs}
\end{equation}

With $a=1$, $(1-K)s\le\lambda=2\pi\lambda(1-K)g$. With $a^2=1+\varepsilon$ we have $s_a^2\ge\varepsilon$ on $[-1,1]$. Restricting the integral to $[-1,1]$ lowers it, so $Ks_a\le b_a-\lambda$ and $(1-K)s_a\ge\lambda(1-\eta)$. The comparison principle gives, for $\eta<1$,
\begin{equation}
\frac{s}{2\pi\lambda}\le g\le\frac{\sqrt{s^2+\varepsilon}}{2\pi\lambda(1-\eta)},\quad\eta=\frac{\lambda(1+\varepsilon)}{2\varepsilon^{3/2}}.\label{bounds}
\end{equation}
Choosing $\varepsilon=\lambda^{2/5}$ makes $\varepsilon$ and $\eta$ vanish, so $\lambda g\to s/(2\pi)$. Choosing $\varepsilon=(2\lambda)^{2/3}\le1$ gives $\eta\le1/2$ and the edge estimate $g\le C(s+\lambda^{1/3})/\lambda$. Here and below $C$ is a constant independent of $\lambda$ and $x$ that may change between formulas.

\subsection{Size of $G$}

Put $\varphi=s$ in (\ref{weakform}). Since $\int s\,dx=\pi/2$,
\begin{equation}
\lambda G=\frac14+\int g(b-s)\,dx\equiv\frac{1+\delta}{4}.\label{id1}
\end{equation}
Let $\tau=1-|x|$, so $\tau\le s^2\le2\tau$. For $\tau<\lambda$, $b\le|w|=\sqrt{|z-1||z+1|}\le C\sqrt\lambda$ and $g\le C\lambda^{-2/3}$; this strip of width $\lambda$ contributes $O(\lambda^{5/6})$. For $\tau\ge\lambda$, (\ref{bs}) gives $b-s\le\lambda^2\tau^{-3/2}/2$, and the contribution is at most
\begin{equation}
C\lambda\int_\lambda^1\frac{\sqrt\tau+\lambda^{1/3}}{\tau^{3/2}}\,d\tau\le C\Big(\lambda\ln\frac1\lambda+2\lambda^{5/6}\Big).
\end{equation}
Hence $\delta=O(\lambda^{5/6})$ and $\delta^2=o(\lambda)$.

\subsection{Second moment}

Use $\varphi=s^3$. On the cut $w^3=-is^3$, and at infinity $w^3=z^3-\tfrac32z+O(1/z)$. So $\mathrm{Im}(-w^3+z^3-\tfrac32z)$ is the decaying harmonic function with boundary value $s^3$. With $\mathrm{Im}\,z^3=3x^2\lambda-\lambda^3$,
\begin{align}
(1-K)s^3&=3\lambda\big(\tfrac12-x^2\big)+\lambda^3+R,\nonumber\\
R&=s^3+\mathrm{Im}\,w^3 .
\end{align}
Since $\int s^3dx=3\pi/8$, (\ref{weakform}) becomes
\begin{equation}
3\lambda\Big(\frac G2-M\Big)+\lambda^3G+\int gR\,dx=\frac3{16}.\label{id2}
\end{equation}

To evaluate the last integral, fix $x$ and let $f(t)=\mathrm{Im}\,w^3$ at $z=x+it$. Then $f(0)=-s^3$. As $\partial_t=i\,d/dz$, $f'(0)=\mathrm{Im}(3ixw)=\mathrm{Im}(-3xs)=0$. Next, $f''=-\mathrm{Im}(3w+3z^2/w)$, and at $w=is$ this is $-3s+3x^2/s=3(2x^2-1)/s$. Taylor's formula gives
\begin{equation}
R=\int_0^\lambda(\lambda-t)f''(t)\,dt,\qquad\frac R{\lambda^2}\to\frac{3(2x^2-1)}{2s}.
\end{equation}
Because $|w|^2=|z-1||z+1|\ge1-|x|$, $|R|/\lambda^2\le C/\sqrt{1-|x|}$, which is integrable, and $\lambda g$ is bounded. Dominated convergence allows the limit under the integral:
\begin{align}
\frac1\lambda\int gR\,dx&\to\int_{-1}^1\frac{s}{2\pi}\,\frac{3(2x^2-1)}{2s}\,dx\nonumber\\
&=\frac3{4\pi}\Big(\frac43-2\Big)=-\frac1{2\pi}.\label{limR}
\end{align}
Also $\lambda^3G=O(\lambda^2)$. Dividing (\ref{id2}) by $3\lambda$,
\begin{equation}
\frac G2-M=\frac1{16\lambda}+\frac1{6\pi}+o(1).\label{comb}
\end{equation}

\subsection{Energy}

From (\ref{eos}), $e/\gamma=M/(\lambda G^2)$. Insert $G=(1+\delta)/(4\lambda)$ and (\ref{comb}):
\begin{align}
M&=\frac1{16\lambda}\Big[1+2\delta-\frac{8\lambda}{3\pi}+o(\lambda)\Big],\nonumber\\
\frac e\gamma&=\frac{(1+\delta)^2-\delta^2-8\lambda/(3\pi)+o(\lambda)}{(1+\delta)^2}\nonumber\\
&=1-\frac{8\lambda}{3\pi}+o(\lambda).
\end{align}
The first-order part of $\delta$ cancels, so its edge-dependent value is not needed. Finally $\gamma=4\lambda^2/(1+\delta)$ gives $\lambda=\tfrac12\sqrt\gamma\,[1+O(\delta)]$, and
\begin{equation}
e=\gamma-\frac{4}{3\pi}\gamma^{3/2}+o(\gamma^{3/2}).\label{weak}
\end{equation}

The first term is the mean-field energy: $N(N-1)/2$ pairs with energy $2c/L$ each give $E/N\to cn=n^2\gamma$. This is the expectation value in the uniform product state, hence an upper bound; correlations supply the negative second term. The limit $N\to\infty$ must come first. At fixed $N$ and $L$ the ground level is isolated at $c=0$, its energy has a power series in $c$, and no $c^{3/2}$ term occurs. Equation (\ref{weak}) therefore needs large $N$ when $c$ is small. As $c\to0$ at fixed $N$, $E/N\to n^2\gamma(1-1/N)$, so the formula is too high by a fraction approaching $1/(N-1)$. At $\gamma=0.001$ it is $1.5\%$ high for 40 bosons and $0.3\%$ high for 100.

\section{Worked example at $\gamma=2$}

Take three bosons with $c=2$ and $L=3$, so $n=1$. Equation (\ref{log}) with $I=(-1,0,1)$ gives $k=(-1.167254,0,1.167254)$, and
\begin{equation}
E=2(1.167254)^2=2.72496 .
\end{equation}
Diagonalization in plane waves, with integer momenta cut off at 12, 24 and 48, gives $2.77187$, $2.74865$ and $2.73687$. The values approach from above, as a variational basis must, and extrapolate to $2.72497$. The state $I=(-2,0,2)$ has $E=15.0891$; the second zero-momentum level extrapolates to $15.0892$.

Three particles are far from the thermodynamic limit: $E/N=0.908$, while (\ref{int}) gives $\lambda=1.10612$ and $e=1.05032$. Rings of 40 and 80 bosons at the same density give $1.049506$ and $1.050118$. Their deficits, $0.000815$ and $0.000204$, have ratio $4.00$, as for a correction proportional to $1/N^2$. In ordinary units the infinite system has $E/N=1.0503\,\hbar^2n^2/(2m)$. Neither limit serves here: (\ref{weak}) gives $0.800$, which is $24\%$ low, $(\pi^2/3)(1+2/\gamma)^{-2}$ gives $0.822$, which is $22\%$ low, and $(\pi^2/3)(1-4/\gamma)$ gives $-3.29$.

The weak-coupling steps can be followed at $\lambda=0.02$, where $G=13.0510$ and $M=3.35031$. Then $\delta=4\lambda G-1=0.0441$ and
\begin{equation}
\frac e\gamma=\frac{3.35031}{0.02\,(13.0510)^2}=0.9835,
\end{equation}
against $1-8\lambda/(3\pi)=0.9830$. Although $G$ differs by $4.4\%$ from its leading value $1/(4\lambda)$, the energy ratio agrees to $0.05\%$, so the first-order part of $\delta$ has dropped out. The residue is a sum of larger higher-order pieces of opposite sign: $-0.18\%$ from $\delta^2$, $+0.14\%$ from the denominator $(1+\delta)^2$ and $+0.08\%$ from the remainder in (\ref{comb}).

Reference values for an implementation are:
\begin{center}
\begin{tabular}{rll}
$\gamma$ & $\lambda$ & $e$\\
0.01 & 0.052467 & 0.009582\\
0.1 & 0.179575 & 0.087227\\
1 & 0.698384 & 0.639151\\
10 & 3.793115 & 2.310780\\
100 & 32.467206 & 3.162181
\end{tabular}
\end{center}
At $\gamma=1$ the weak-coupling formula is already $10\%$ low. For $\gamma$ from $0.001$ to $0.1$ its remainder is close to $0.065\,\gamma^2$. This is a numerical finding; the derivation establishes the weaker $o(\gamma^{3/2})$. The numerical check tests the Bethe wave function, the two identities (\ref{id1}) and (\ref{id2}), the bounds (\ref{bounds}) and both limits numerically.

\section*{Numbers as computed}
\begin{verbatim}
Units: hbar = 2m = 1, mean density n = 1; e, gamma, lambda dimensionless
Three bosons: c = 2.0 (1/length), L = 3.0 (length)
ground-state k_j (1/length): -1.167254 -0.000000 1.167254
excited-state k_j (1/length): -2.746737 -0.000000 2.746737
Bethe energies (1/length^2): 2.724963 15.089133
plane waves, cutoff 12 (1/length^2): 2.771866 15.213162
plane waves, cutoff 24 (1/length^2): 2.748652 15.151102
plane waves, cutoff 48 (1/length^2): 2.736868 15.120115
extrapolated (1/length^2): 2.724966 15.089187
largest contact-condition error (1/length): 4.9e-11
periodicity error, relative: 2.3e-14
E/N for N = 3, gamma = 2 (units n^2): 0.908321
E/N for N = 40, gamma = 2 (units n^2): 1.049506
E/N for N = 80, gamma = 2 (units n^2): 1.050118
e(2) from integral equation: 1.050321
ratio of finite-size errors, N = 40 to 80: 3.9997
Q at gamma = 2 (units n): 1.808126
largest k_j for N = 80 (units n): 1.783429
central density rho(0), integral equation: 0.289476
central density from N = 80 roots: 0.289477
Weak-coupling check at lambda = 0.02: G = 13.050996, M = 3.350313
edge term int g(b-s): 0.011020
lambda*G - edge term (exact 1/4): 0.25000000
s^3 identity, left side (exact 3/16): 0.18750000
int gR / lambda: -0.155776; limit -1/(2 pi): -0.159155
G/2 - M - 1/(16 lambda): 0.050185; limit 1/(6 pi): 0.053052
bound parameters: epsilon = 0.1170, eta = 0.2792
gamma | lambda | e | weak-coupling limit | strong-coupling limit
0.001 | 0.016098 | 0.00098664 | 0.00098658 | -13156.182667
0.01 | 0.052467 | 0.00958211 | 0.00957559 | -1312.657385
0.1 | 0.179575 | 0.08722714 | 0.08657888 | -128.304857
1 | 0.698384 | 0.63915129 | 0.57558682 | -9.869604
2 | 1.106118 | 1.05032146 | 0.79957825 | -3.289868
10 | 3.793115 | 2.31078038 | -3.42112323 | 1.973921
100 | 32.467206 | 3.16218121 | -324.41318158 | 3.158273
1000 | 318.946502 | 3.27674810 | -12421.12322786 | 3.276709
gamma = 0.001: (e - weak)/gamma^2 = 0.06529, relative error of weak limit = -6.62e-05
gamma = 0.01: (e - weak)/gamma^2 = 0.06519, relative error of weak limit = -6.80e-04
gamma = 0.1: (e - weak)/gamma^2 = 0.06483, relative error of weak limit = -7.43e-03
gamma = 1: (e - weak)/gamma^2 = 0.06356, relative error of weak limit = -9.95e-02
gamma = 10: gamma^2 (e-strong)/(pi^2/3) = 10.2393, relative error of strong limit = -1.46e-01
gamma = 10: excluded-length formula e = 2.28463065
gamma = 100: gamma^2 (e-strong)/(pi^2/3) = 11.8783, relative error of strong limit = -1.24e-03
gamma = 100: excluded-length formula e = 3.16211854
gamma = 1000: gamma^2 (e-strong)/(pi^2/3) = 11.9889, relative error of strong limit = -1.20e-05
gamma = 1000: excluded-length formula e = 3.27674803
pi^2/3 = 3.289868
\end{verbatim}
